Hydrogen Population in an Open B-H-B Bridge

If the two electrons of a boron-hydrogen-boron bridge are shared equally among its three orbitals, hydrogen receives 2/3 of an electron and appears positively charged by one third of an elementary charge. For equal site energies this is wrong: in the open bridge, hydrogen then holds one electron and is neutral. Ranking the site energies does not settle the size of the charge either, because the hopping decides how far an energy difference can move the electrons. An estimate of the hydrogen charge in a hydride precursor such as diborane therefore needs both quantities, and a reason to trust the model that connects them.

Take one hybrid orbital on each boron atom, b1 and b2, both directed toward the bridge, and the hydrogen 1s orbital h. The three orbitals are real and orthonormal. The boron site energy is the zero of energy, and the hydrogen site energy is the offset

Δ = ε_H − ε_B.

A negative offset means that the hydrogen level lies below the boron level. Each boron-hydrogen matrix element is −t, with t real and nonzero. The word open means that b1 and b2 have no direct matrix element. In the order b1, h, b2, the one-electron Hamiltonian is

H = [  0   −t    0 ]
    [ −t    Δ   −t ]
    [  0   −t    0 ].

Two electrons of opposite spin occupy its lowest orbital. The electrons are independent in this description, although Δ and t may already contain an average repulsion. The hydrogen population n_H is twice the weight of h in the occupied orbital. A neutral hydrogen atom has one electron, so the charge is 1 − n_H in units of the elementary charge.

The mirror that exchanges the two borons leaves H unchanged. It is therefore useful to replace the boron hybrids by their even and odd combinations,

s = (b1 + b2)/√2,  a = (b1 − b2)/√2.

Their matrix elements with hydrogen are

⟨s|H|h⟩ = (−t − t)/√2 = −√2 t,
⟨a|H|h⟩ = (−t + t)/√2 = 0.

Both combinations have energy zero, since the borons have zero site energy and no direct coupling, and ⟨s|H|a⟩ vanishes for the same reason. Thus a is an eigenstate at zero energy with no hydrogen weight. It is the nonbonding orbital. The factor √2 in the other coupling arises because the two boron amplitudes reach hydrogen in phase.

What remains is a two-level problem. For an orbital c_s s + c_h h with energy E, the eigenvalue equations are

−√2 t c_h = E c_s,
−√2 t c_s + Δ c_h = E c_h.

A nonzero solution requires a vanishing determinant:

(0 − E)(Δ − E) − 2t² = 0,
E² − ΔE − 2t² = 0.

With the abbreviation R = √(Δ² + 8t²), the roots are

E₊ = (Δ + R)/2,  E₋ = (Δ − R)/2.

Because t is nonzero, R is larger than |Δ|. Hence E₋ is negative and E₊ positive for either sign of the offset. The nonbonding orbital at zero lies between them, and the two electrons occupy E₋.

The first eigenvalue equation gives c_s = −√2 t c_h/E₋. For positive t this ratio of amplitudes is positive, so the occupied orbital has the same sign on all three centres and is bonding. Normalization, c_s² + c_h² = 1, becomes

c_h² (1 + 2t²/E₋²) = 1,
c_h² = E₋²/(E₋² + 2t²).

The determinant condition lets us replace 2t² by E₋² − ΔE₋. The denominator is then 2E₋² − ΔE₋ = E₋(2E₋ − Δ), and one factor E₋ cancels:

c_h² = E₋/(2E₋ − Δ).

Since 2E₋ − Δ = −R,

c_h² = (Δ − R)/(−2R) = (1 − Δ/R)/2.

Two electrons double this weight:

n_H = 1 − Δ/√(Δ² + 8t²).

The remaining 2 − n_H electrons are divided equally between the borons by symmetry, so each boron hybrid holds 1 − n_H/2. The sign of t does not matter, because reversing the sign of h reverses t and leaves every population unchanged.

The same population follows from the energy. Only the hydrogen diagonal element of H depends on Δ, and a normalized eigenstate obeys the Hellmann-Feynman relation, so that

d(2E₋)/dΔ = 2⟨ψ|∂H/∂Δ|ψ⟩ = 2c_h² = n_H.

Here t is held fixed. The left side can be evaluated without the eigenvector. With 2E₋ = Δ − R and dR/dΔ = Δ/R, it is 1 − Δ/R, in agreement with the population found above.

At zero offset, s and h are degenerate and mix in equal parts. Hydrogen has half of the occupied orbital, and the two borons have a quarter each. This is why the equal division among three atoms fails: hydrogen is coupled to both borons, whereas each boron is coupled to hydrogen alone. Reversing the offset changes the sign of Δ/R, so n_H(−Δ) = 2 − n_H(Δ). For t > 0, the offsets Δ = −2t, −t, 0, t and 2t give n_H = 1.577, 1.333, 1.000, 0.667 and 0.423. The equal division is therefore correct at one particular offset, Δ = |t|, with the hydrogen level above the boron level.

How strongly the population responds to the offset follows from one more derivative at fixed t:

dn_H/dΔ = −1/R + Δ²/R³ = −(R² − Δ²)/R³ = −8t²/R³.

It is negative: raising the hydrogen level removes electrons from hydrogen. Its magnitude is greatest at Δ = 0, where R = 2√2|t| and the slope is −1/(2√2|t|). For small offsets, expansion of 1/R gives

n_H ≈ 1 − [Δ/(2√2|t|)] [1 − Δ²/(16t²)].

The linear term alone gives a charge of 0.354 at Δ = |t|, about 6 percent above the model value of 0.333. A large hopping thus protects the neutrality of hydrogen against a given offset.

In the opposite limit, let Δ be positive and much larger than |t|. Then

1/R = (1/Δ)(1 + 8t²/Δ²)^(−1/2) ≈ (1/Δ)(1 − 4t²/Δ² + 24t⁴/Δ⁴),

and therefore

n_H ≈ 4t²/Δ² − 24t⁴/Δ⁴.

The leading term has a simple origin. The electrons are mainly in s, perturbation theory admixes h with an amplitude of magnitude √2|t|/Δ, and two electrons contribute twice its square. At Δ = 4|t| the leading term gives 0.25, while the full formula gives 0.18, so this offset is not yet deep in the limit. For a large negative offset the symmetry gives 2 − n_H ≈ 4t²/Δ² instead. Hydrogen then approaches a hydride ion with two electrons.

The limit of large positive offset also shows where independent electrons become unreliable. The separation between the occupied and the nonbonding orbital is

0 − E₋ = (R − Δ)/2 ≈ 2t²/Δ,

which becomes small. Two electrons in s have the spatial wave function

s(1)s(2) = [b1(1)b1(2) + b2(1)b2(2) + b1(1)b2(2) + b2(1)b1(2)]/2.

Each of the four terms has probability 1/4, so both electrons are on the same boron half of the time. If the extra repulsion of that arrangement is comparable with 2t²/Δ or larger, a single doubly occupied orbital is no longer a sound starting point. The algebra remains correct for the stated Hamiltonian, but the Hamiltonian no longer describes the electrons well.

The population formula can be inverted when the offset is wanted. Put x = 1 − n_H = Δ/R. Squaring gives

x²(Δ² + 8t²) = Δ²,
Δ²(1 − x²) = 8t²x².

Since 1 − x² = (1 − x)(1 + x) = n_H(2 − n_H), and Δ has the sign of x,

Δ = 2√2 |t| (1 − n_H)/√[n_H(2 − n_H)].

This holds for 0 < n_H < 2. The offset obtained is that of the open model. If the actual bridge has other couplings, it absorbs their effects and need not equal the difference between the site energies.

Added electrons are a separate case. With the matrix elements held fixed, a third and a fourth electron enter a, which has no amplitude on hydrogen. The hydrogen population stays the same, and each added electron gives half an electron to each boron. In a real molecule the added charge would also change Δ and t, so the constancy belongs to the fixed Hamiltonian.

Two extensions measure the assumptions of the model. First, let hydrogen be off centre, so that its hoppings to the two borons are t1 and t2. Define

T = √(t1² + t2²),
u = (t1 b1 + t2 b2)/T,
d = (t2 b1 − t1 b2)/T.

The coupling of u to hydrogen is −(t1² + t2²)/T = −T, and that of d is (−t2t1 + t1t2)/T = 0. The earlier two-level problem returns with √2t replaced by T, that is, with 8t² replaced by 4T²:

n_H = 1 − Δ/√[Δ² + 4(t1² + t2²)].

If t1 = t(1 + η) and t2 = t(1 − η), then t1² + t2² = 2t²(1 + η²). The terms linear in η cancel, so this kind of imbalance changes the hydrogen population only in second order. The boron populations are less protected, since they divide in the ratio t1² : t2².

Second, let the borons be coupled directly by a matrix element −t′, with equal boron-hydrogen hoppings again. Then

⟨s|H|s⟩ = (−t′ − t′)/2 = −t′,
⟨a|H|a⟩ = (t′ + t′)/2 = t′.

Hydrogen is now offset from s by Δ + t′. A common shift of both levels does not alter the eigenvectors, so the population is

n_H = 1 − (Δ + t′)/√[(Δ + t′)² + 8t²],

provided the even bonding orbital remains below a. Its energy is

E = {Δ − t′ − √[(Δ + t′)² + 8t²]}/2,

and the requirement E < t′ reads

Δ − 3t′ < √[(Δ + t′)² + 8t²].

For t′ ≥ 0 this is satisfied, because Δ − 3t′ ≤ Δ + t′ and the root exceeds |Δ + t′|. For negative t′ the inequality has to be checked. A positive t′ stabilizes the in-phase boron combination and draws electrons from hydrogen. The charge changes sign at Δ = −t′, not at Δ = 0. When Δ and Δ + t′ are both small compared with |t|, direct coupling lowers n_H by about t′/(2√2|t|), so it is harmless to the population when t′ is small compared with |t|, but it can still reverse the sign of a small charge.

Diborane, a gas used as a boron source in doping and deposition, provides a case with computed parameters. The level of theory is restricted Hartree-Fock in the STO-3G basis. The geometry is fixed at rounded values: B-B 1.77 Å, bridging B-H 1.33 Å, terminal B-H 1.19 Å and terminal H-B-H angle 122°. The basis is minimal and the geometry has not been relaxed, so the numbers illustrate the model and are not predictions for comparison with measurement.

The atomic orbitals of the molecule overlap, whereas the model assumes orthonormal ones. Let S be the overlap matrix, F the Fock matrix and P the density matrix in the atomic basis. Löwdin's symmetric orthogonalization gives

F_L = S^(−1/2) F S^(−1/2),  P_L = S^(1/2) P S^(1/2).

On each boron, an ideal sp3 hybrid is formed from the orthogonalized orbitals, with amplitude 1/2 on 2s and √3/2 on the 2p orbital along the hybrid axis. This axis lies in the bridge plane at 54.7° to the B-B line, close to the direction of the bridging hydrogen. The matrix elements of F_L between the two hybrids and the hydrogen orbital are the model parameters.

The site energies are 3.644 eV for boron and 0.795 eV for hydrogen, and so

Δ = −2.85 eV,  t = 12.61 eV.

These site energies are diagonal elements in an orthogonalized molecular basis, not ionization energies of free atoms. The populations depend on their difference. The hopping likewise belongs to this Fock matrix, which contains Hartree-Fock exchange, and should not be carried over to a tight-binding scheme with another definition of the orbitals. With the PBE Kohn-Sham matrix in the same basis and geometry, t is 7.87 eV and Δ is +0.12 eV, so the open population is 0.995. An offset this small has no robust sign: a 2s weight of 0.15 in the hybrid turns it into −0.51 eV and the open population into 1.023. The numbers that follow belong to the Hartree-Fock parameters. The arithmetic is

R = √[(−2.85)² + 8(12.61)²] eV ≈ 35.8 eV,
n_H = 1 + 2.85/35.8 ≈ 1.080.

Each boron hybrid holds 0.460 electrons, and the hydrogen charge is −0.080 e. The bonding level lies 19.3 eV below the boron site energy. Although the offset is nearly 3 eV, the charge is small because |Δ|/t is only 0.23. At these parameters the slope 8t²/R³ is about 0.028 electrons per eV.

The same Fock matrix also contains a direct boron-boron hopping t′ = 6.00 eV, almost half of t. It is larger than |Δ| and of opposite sign to Δ. The total offset becomes −2.85 + 6.00 = 3.15 eV, and

n_H = 1 − 3.15/√[(3.15)² + 8(12.61)²] ≈ 0.912.

The hydrogen charge changes from −0.080 e to +0.088 e. The slope accounts for the size of the shift: 6.00 eV times 0.028 per eV is 0.17 electrons. For diborane at this level of theory, the assumption of an open bridge is thus the one that fails for the sign of the charge. The open formula still places hydrogen near neutrality, but its prediction of a slightly negative hydrogen does not survive the direct coupling.

The full molecule gives a Löwdin population of 0.953 on the bridging hydrogen. The three-orbital calculation with t′ uses the same Fock matrix and the same orthogonal orbitals, so the remaining difference of 0.041 electrons comes from couplings to the orbitals left out: the boron 1s cores, the other bridge and the terminal bonds. These couplings are not small as matrix elements: a bridge hybrid couples by 4.8 eV to the other boron's hybrid in the second bridge, and by about 2 eV to the other hybrids on its own atom. The largest coupling, 16.8 eV, is to the orthogonalized 1s orbital of its own boron. Keeping one group of couplings at a time gives n_H of about 0.96 for the cores, 0.92 for the other bridge and 0.92 for the terminal bonds, so the largest part of the difference comes from core mixing in the orthogonalized basis. The contributions are not additive: removing one group of couplings from the full matrix changes 0.953 to 0.927 for the cores, 0.947 for the other bridge and 0.965 for the terminal bonds. The size of the difference also depends on the chosen hybrid. Turning its axis to point at the hydrogen, 48.3° from the B-B line, gives t′ = 6.97 eV and n_H = 0.885. A 2s weight of 0.15 or 0.33 in place of 0.25 gives 0.945 or 0.889. In all these cases the open result stays between 1.06 and 1.11, so the change of sign persists. The offset itself depends on how the core is treated. If each boron 2s function is first made orthogonal to its own 1s and the Löwdin step follows, then Δ = −4.19 eV, t = 12.56 eV and t′ = 5.84 eV. The open population is then 1.117 and the population with t′ is 0.953, against 0.949 for the full molecule in these orbitals. The three selected orbitals together hold 2.03 electrons in the full molecule, which supports the assumed count of two. Inserting the full population into the inverse formula, with t = 12.61 eV, would give Δ ≈ +1.7 eV. The site energies give −2.85 eV. The fitted offset has even the wrong sign as a site-energy difference, because it has absorbed the omitted couplings.

The definition of population matters on the same scale. Mulliken's population, the hydrogen diagonal element of PS, is 1.006 for the same density. The Löwdin charge is therefore +0.047 e and the Mulliken charge −0.006 e. In this minimal basis the two definitions agree on a nearly neutral bridging hydrogen, not on a definite sign of its charge. Neither number is converged with respect to the basis. Summed over all hydrogen functions at the same geometry, the Löwdin population falls to 0.875 in 6-31G and 0.758 in def2-TZVP, while the Mulliken population is 1.035 and 0.873. The geometry matters less but reaches the digits shown: in STO-3G, changing one kind of bond length by ±0.04 Å moves t′ between 5.5 and 6.5 eV, the Löwdin population between 0.940 and 0.966, and the Mulliken population between 0.991 and 1.020, so the Mulliken charge changes sign within this range. Combined changes of this size widen the ranges to 5.1–6.9 eV, 0.934–0.972 and 0.980–1.032.

Electron correlation was estimated separately within the open three-orbital model, using the unscreened repulsion integrals of these orbitals. The integral (ij|kl) denotes the repulsion between the charge distributions ij and kl. To avoid counting the average repulsion twice, the one-electron part of the pair calculation was taken as

h⁰_ij = H_ij − Σ_kl D_kl [(ij|kl) − (ik|jl)/2],

where D is the density matrix of the two electrons in the model's bonding orbital. With this choice, the mean-field problem returns the original H. Diagonalizing the full two-electron problem in the three orbitals then gives n_H = 1.047 instead of 1.080, and the mean-field pair keeps a weight of 0.983. Correlation inside the bridge is a modest correction here, smaller than the effect of direct boron coupling. Since t′ was set to zero and the other electrons of the molecule were not correlated, the shift of −0.033 should not simply be added to the full-molecule population.

An off-centre hydrogen matters less. As a trial, with Δ fixed, one hopping is raised and the other lowered by 10 percent. The population then changes from 1.0796 to 1.0792, as expected from the second-order dependence. The boron hybrids, by contrast, divide their electrons in the ratio 1.21 : 0.81. The trial does not represent a computed vibration, in which Δ and the sum of the hoppings could change as well.

At a rough process temperature of 600 K, kT is 0.052 eV, while the open model's gap to the nonbonding orbital is 19.3 eV, or 374 kT. A Hartree-Fock orbital gap is not an optical excitation energy, but even a gap ten times smaller would leave a Boltzmann factor of order 10⁻¹⁶. Thermal promotion of electrons can therefore be neglected in the intact bridge. This says nothing about the stability of the precursor when heated: decomposition moves the nuclei and breaks bonds, and then Δ, t and the choice of three orbitals all change.

For a precursor bridge, then, the open formula is a sound estimate of the charge, taken as a population of the same orthogonal orbitals that define Δ and t, when direct boron coupling is small compared with both |t| and |Δ|, when the bridge is weakly coupled to the rest of the molecule, and when a single doubly occupied orbital describes the electron pair well. In the diborane example the first condition is not met, and the second holds to about 0.04 electrons in n_H for the hybrids used above, and to between 0.004 and 0.07 for the other definitions tried. There the formula with Δ + t′ is the better three-orbital description: its population of 0.912 lies closer to the full Löwdin value of 0.953 than the open result of 1.080 does, and on the same side of neutrality.

Computed values

```
Hydrogen population at chosen ratios delta/t:
  delta/t = -4: n_H = 1.8165 electrons
  delta/t = -2: n_H = 1.5774 electrons
  delta/t = -1: n_H = 1.3333 electrons
  delta/t =  0: n_H = 1.0000 electrons
  delta/t =  1: n_H = 0.6667 electrons
  delta/t =  2: n_H = 0.4226 electrons
  delta/t =  4: n_H = 0.1835 electrons
Diborane, RHF/STO-3G, fixed rounded geometry:
B-B distance: 1.77 angstrom
B-H bridge distance: 1.33 angstrom
B-H terminal distance: 1.19 angstrom
Terminal H-B-H angle: 122 degrees
Total energy: -52.162205 hartree
Boron hybrid site energy: 3.644 eV
Hydrogen site energy: 0.795 eV
Offset delta: -2.850 eV
B-H hopping t: 12.612 eV
Ratio delta/t: -0.2260
Root sqrt(delta^2+8t^2): 35.785 eV
Bonding level relative to boron: -19.317 eV
Antibonding level relative to boron: 16.468 eV
Model hydrogen population: 1.0796 electrons
Model population per boron hybrid: 0.4602 electrons
Model hydrogen charge: -0.0796 e
Effects outside the open model:
Direct B-B hopping t_prime: 6.000 eV
n_H with direct B-B hopping: 0.9120 electrons
n_H with 10 percent hopping imbalance: 1.0792 electrons
n_H with pair correlation: 1.0466 electrons
Weight of mean-field pair: 0.9828
Full-molecule Lowdin n_H: 0.9534 electrons
Full-molecule Mulliken n_H: 1.0058 electrons
Full-molecule count in three orbitals: 2.0324 electrons
Process temperature: 600 K
Thermal energy kT: 0.0517 eV
Gap to nonbonding orbital: 19.317 eV
Gap divided by kT: 374
```
